\section*{Negative mode contributions and non-monotone phonon accumulation in thermal conductivity}

\section{A conductivity with a negative part}

Two groups of phonons carry heat in a model film. The full solution of the linearized Boltzmann equation gives a conductivity of $0.3717$~W/(m\,K), to which the fast group contributes $0.3957$ and the slow group $-0.0240$~W/(m\,K). The relaxation-time approximation (RTA), with the same scattering rates, gives nearly the same total, $0.3803$~W/(m\,K), but a slow contribution of $+0.0103$~W/(m\,K). The collision matrix is symmetric and has no negative eigenvalue. How can part of the heat flow up the temperature gradient?

Both groups have angular frequency $\omega$. Each has a forward and a backward stream along the gradient direction $x$, with velocities $\pm v_1$ (fast) and $\pm v_2$ (slow). The four streams, labelled $1,2,-1,-2$, contain equal numbers $N$ of states per volume. Scattering is elastic. A phonon enters the reversed stream of its own group at rate $r$. It changes group at rate $p$ if it keeps its direction and at rate $q$ if it reverses it. The rate $W_{ij}$ from $i$ to $j$ then equals $W_{ji}$.

Let $n_i$ be the mean occupation of a state in stream $i$. Stimulated emission drops out of the net elastic transfer, because $n_i(1+n_j)-n_j(1+n_i)=n_i-n_j$. Write $n_i=n^0+\delta n_i$, with $n^0$ the Bose function at the local temperature, and keep first order in $dT/dx$. In the steady state
\begin{equation}
v_i\frac{\partial n^0}{\partial T}\frac{dT}{dx}=-\sum_j W_{ij}(\delta n_i-\delta n_j).
\end{equation}
The substitution $\delta n_i=-(\partial n^0/\partial T)(dT/dx)F_i$ defines a length $F_i$ and cancels the common factors:
\begin{equation}
v_i=\sum_j W_{ij}(F_i-F_j).
\label{eq:F}
\end{equation}
Adding one constant to every $F_i$ changes nothing here; it would only shift the temperature. Since $n^0$ already carries the local energy, $\sum_i\delta n_i=0$, which fixes the constant. Reversing all directions changes the sign of the left side, so $F_{-i}=-F_i$. The equation for stream 1 becomes
\begin{align}
v_1&=p(F_1-F_2)+r(F_1+F_1)+q(F_1+F_2)\nonumber\\
&=(2r+p+q)F_1+(q-p)F_2 .
\end{align}
Stream 2 gives the same with the indices exchanged. With $a=2r+p+q$ and $c=q-p$,
\begin{equation}
\begin{pmatrix}a&c\\c&a\end{pmatrix}
\begin{pmatrix}F_1\\F_2\end{pmatrix}
=\begin{pmatrix}v_1\\v_2\end{pmatrix},\qquad
F_1=\frac{av_1-cv_2}{a^2-c^2},\quad
F_2=\frac{av_2-cv_1}{a^2-c^2}.
\label{eq:two}
\end{equation}
The eigenvalues are $a+c=2(r+q)$ and $a-c=2(r+p)$, both positive. Nevertheless
\begin{equation}
F_2<0\quad\Longleftrightarrow\quad (q-p)v_1>(2r+p+q)v_2 .
\label{eq:sign}
\end{equation}

The heat flux is $J=\sum_iN\hbar\omega v_i\delta n_i$. With the heat capacity per stream $C=N\hbar\omega\,\partial n^0/\partial T$ and $J=-\kappa\,dT/dx$,
\begin{equation}
\kappa=\sum_i Cv_iF_i=2C(v_1F_1+v_2F_2),
\label{eq:kappa}
\end{equation}
where the factor 2 counts the backward streams: $v$ and $F$ both change sign there. A ``negative mode'' is therefore a pair of opposite modes.

Take $v_1=3000$~m/s, $v_2=500$~m/s, $r=p=10$~ns$^{-1}$ and $q=50$~ns$^{-1}$. Then $a=80$ and $c=40$~ns$^{-1}$. Since 1~m/s is 1~nm/ns,
\begin{align}
F_1&=\frac{80\cdot3000-40\cdot500}{80^2-40^2}=\frac{220000}{4800}=45.83\ \text{nm},\\
F_2&=\frac{80\cdot500-40\cdot3000}{4800}=-\frac{80000}{4800}=-16.67\ \text{nm}.
\end{align}

For the density, let the fast branch be linear and isotropic, with frequency 1.5~THz and a band $\Delta\omega/2\pi=0.2$~THz. Its wavevector is $k_1=\omega/v_1=3.142$~nm$^{-1}$. One polarization has $k_1^2\Delta\omega/(2\pi^2v_1)$ states per volume in the band, and half of them go to each stream, so $N=1.047\times10^{26}$~m$^{-3}$. At 300~K this gives $C=1439$~J/(m$^3$\,K), and the slow pair contributes
\begin{equation}
2\cdot1439\cdot500\cdot(-16.67\times10^{-9})=-0.0240\ \text{W/(m\,K)},
\end{equation}
or $-6.5\%$ of the total. As a test, the four occupations were evolved in time from equilibrium under a gradient of 10~K/$\mu$m. After 1~ns the heat flux gave the same total, $0.3717$~W/(m\,K).

\section{Where a slow phonon ends up}

Let $\Gamma_i=\sum_jW_{ij}$ be the total out-scattering rate, here $r+p+q=70$~ns$^{-1}$ for every stream. Dividing \eqref{eq:F} by $\Gamma_i$ gives
\begin{equation}
F_i=\frac{v_i}{\Gamma_i}+\sum_j\frac{W_{ij}}{\Gamma_i}F_j .
\label{eq:flight}
\end{equation}
This is the equation for the mean net displacement of a phonon that starts in stream $i$. It flies for a mean time $1/\Gamma_i$, jumps to $j$ with probability $W_{ij}/\Gamma_i$, and then has the mean displacement that belongs to $j$. Reflection symmetry makes this displacement odd, so it is the same solution.

For the slow forward stream the terms are
\begin{equation}
F_2=\underbrace{7.14}_{\text{own flight}}
+\underbrace{6.55}_{\text{via }1}
-\underbrace{32.74}_{\text{via }-1}
+\underbrace{2.38}_{\text{via }-2}
=-16.67\ \text{nm}.
\end{equation}
The third term is $(50/70)(-45.83)$~nm. The phonon covers little ground before it scatters, and five times in seven it lands in the fast backward stream. A random walk of 400\,000 phonons, each followed for 25 flights, gave a mean of $-16.44$~nm with a standard error of $0.33$~nm.

The direction reversal on changing group is the cause. Exchanging $p$ and $q$ leaves all velocities and total rates unchanged but makes $c=-40$~ns$^{-1}$. Then $F_2=(40000+120000)/4800=33.33$~nm, and the slow group is carried forward by the fast one.

The RTA drops the sum in \eqref{eq:flight} and keeps $F_i=v_i/\Gamma_i$. Each contribution becomes $Cv_i^2/\Gamma_i\ge0$. The good agreement of the totals comes from two opposing changes. From \eqref{eq:two},
\begin{equation}
v_1F_1+v_2F_2=\frac{a(v_1^2+v_2^2)}{a^2-c^2}-\frac{2c\,v_1v_2}{a^2-c^2}.
\end{equation}
Here $a/(a^2-c^2)=1/60$~ns replaces the RTA factor $1/70$~ns and raises the sum, while the cross term lowers it. The RTA total ends 2.3\% above the full one. Agreement of totals thus does not validate the division among modes.

\section{The accumulation curve}

The modal accumulation function adds the contributions of all modes whose mean free path does not exceed $\Lambda$:
\begin{equation}
K(\Lambda)=\sum_{\Lambda_i\le\Lambda}C_iv_iF_i .
\end{equation}
With the RTA path $\Lambda_i=|v_i|/\Gamma_i$, the slow group lies at 7.14~nm and the fast group at 42.86~nm. The curve is zero at first, drops to $-0.0240$ at 7.14~nm, and rises to $0.3717$~W/(m\,K) at 42.86~nm. In the RTA it steps up to $0.0103$ and then to $0.3803$~W/(m\,K).

Taking $|F_i|$ as the path leaves the order unchanged here. With more groups, another choice of path may change the order of the steps but not their heights. The negative step remains unless its mode shares a path, or a histogram bin, with positive modes that outweigh it. If the negative mode came last, the curve would exceed $\kappa$ and then fall to it.

In the two-group elastic model that second shape cannot occur with RTA paths. Let the reversal rates $r_1,r_2$ differ. The condition for a negative slow group is then $v_2/v_1<(q-p)/(2r_1+p+q)$, and
\begin{equation}
\frac{v_2}{v_1}<\frac{q-p}{2r_1+p+q}\le\frac{p+q}{r_1+p+q}\le
\frac{r_2+p+q}{r_1+p+q}=\frac{\Gamma_2}{\Gamma_1}.
\end{equation}
Hence $v_2/\Gamma_2<v_1/\Gamma_1$: the negative group has the shorter path, and the curve first goes below zero.

\section{The general statement and its proof}

Let the modes now have any frequencies $\omega_i$, and include anharmonic processes. Write $\delta n_i=n_i^0(n_i^0+1)\varphi_i$. To first order this multiplies $n_i/(n_i+1)$ by $e^{\varphi_i}$. For the process $i+j\leftrightarrow k$, the forward rate is proportional to $n_in_j(n_k+1)$ and the backward rate to $(n_i+1)(n_j+1)n_k$. They are equal in equilibrium, with common value $P$, and their ratio out of equilibrium is $e^{\varphi_i+\varphi_j-\varphi_k}$. The net forward rate is therefore $P(\varphi_i+\varphi_j-\varphi_k)$ to first order. Elastic scattering gives $P(\varphi_i-\varphi_j)$ in the same way.

Each process $m$ thus has a vector $\alpha_m$ with entries $+1$ for phonons consumed and $-1$ for phonons created. The loss rate of mode $i$ is $\sum_jP_{ij}\varphi_j$, where
\begin{equation}
P_{ij}=\sum_mP_m\alpha_{m,i}\alpha_{m,j},\qquad
\sum_{ij}\varphi_iP_{ij}\varphi_j=\sum_mP_m(\alpha_m\cdot\varphi)^2\ge0 .
\end{equation}
Since $\partial n_i^0/\partial T=n_i^0(n_i^0+1)\hbar\omega_i/(k_BT^2)$, the former definition of $F_i$ means $\varphi_i=-(\hbar\omega_i/k_BT^2)(dT/dx)F_i$. Multiply the Boltzmann equation of mode $i$ by $\hbar\omega_i/V$, with $V$ the volume, and cancel $dT/dx$:
\begin{equation}
C_iv_i=\sum_jS_{ij}F_j,\qquad
S_{ij}=\frac{\hbar\omega_i\,\hbar\omega_j}{Vk_BT^2}P_{ij}.
\end{equation}
$S$ is symmetric and has no negative eigenvalue. It is not positive definite on all distributions: energy conservation, $\sum_i\alpha_{m,i}\omega_i=0$, makes a constant $F$ a null vector. That vector is even under reversal of the wavevector, whereas $C_iv_i$ is odd.

Choose from each pair $\pm i$ the mode with $v_i>0$, and set $b_i=C_iv_i$ and $M_{ij}=S_{ij}-S_{i,-j}$. For reversal-symmetric scattering the odd problem is $MF=b$. Assume that $M$ is positive definite, which means that every odd distribution decays.

\textbf{Proposition.} (i) The conductivity $\kappa=2b^{T}M^{-1}b$ is positive. (ii) For two pairs, the contribution of pair 2 is negative if and only if $M_{12}b_1>M_{11}b_2$; the two contributions cannot both be negative. (iii) If all off-diagonal elements of $M$ are zero or negative, no contribution is negative, for any number of pairs.

\emph{Proof.} (i) The inverse of a positive definite matrix is positive definite, and $b\ne0$. (ii) Inverting the $2\times2$ matrix gives
\begin{equation}
F_2=\frac{M_{11}b_2-M_{12}b_1}{M_{11}M_{22}-M_{12}^2}
\end{equation}
with a positive denominator, and $b_2>0$. Two negative terms would contradict (i). (iii) Write $F=F^+-F^-$, where both parts have non-negative entries and no mode belongs to both. Then
\begin{equation}
0\le F^-\!\cdot b=(F^-)^{T}MF^+-(F^-)^{T}MF^- .
\end{equation}
The first term on the right contains off-diagonal elements alone, so it is not positive. Hence $(F^-)^{T}MF^-\le0$, and positive definiteness forces $F^-=0$. $\square$

Positive definiteness requires $M_{12}<\sqrt{M_{11}M_{22}}$, while a negative term requires $M_{12}>M_{11}b_2/b_1$. For an arbitrary positive definite matrix both can hold when $b_2/b_1<\sqrt{M_{22}/M_{11}}$. Elastic scattering is more restricted: each diagonal element contains the sum of the reversing and direction-keeping transfer and $M_{12}$ their difference, so $M_{12}\le\min(M_{11},M_{22})$ and a negative term needs $b_2/b_1<\min(1,M_{22}/M_{11})$. In the example $M_{12}=C(q-p)$, so the positive off-diagonal element is the excess of reversing over direction-keeping transfer.

\section{Two quantities that do rise}

The first is an accumulation over collision eigenvectors, called relaxons. Let $D_C$ be the diagonal matrix of the $C_i$, and let $D_C^{-1/2}MD_C^{-1/2}$ have orthonormal eigenvectors $u_\alpha$ with rates $\gamma_\alpha>0$. Expanding $M^{-1}$ in them gives
\begin{equation}
\kappa=2\sum_\alpha\frac{1}{\gamma_\alpha}\Big(\sum_iu_{\alpha,i}\sqrt{C_i}\,v_i\Big)^2 .
\end{equation}
Every term is a square divided by a positive rate, so the curve cannot fall in any order.

In the example the eigenvectors are $(1,\pm1)/\sqrt2$, with rates 120 and 40~ns$^{-1}$. The squares are $C(v_1\pm v_2)^2/2$. With relaxon velocities $V_\pm=(v_1\pm v_2)/2$, or 1750 and 1250~m/s, the terms are $4CV_\pm^2/\gamma_\pm$ and the paths $V_\pm/\gamma_\pm$ are 14.58 and 31.25~nm. The curve rises to $0.1469$ and then to $0.3717$~W/(m\,K). Each relaxon mixes both groups, so these paths do not belong to single phonon modes.

The second is the conductivity as a function of film thickness $L$. Let boundaries return phonons of mode $i$ to local equilibrium at the rate $|v_i|/L$, uniformly across the film. With $y=1/L$ and $B$ the diagonal matrix of $C_i|v_i|$, $M$ becomes $M+yB$. Differentiating $(M+yB)F=b$ gives $dF/dy=-(M+yB)^{-1}BF$, so
\begin{equation}
\frac{d\kappa}{dy}=2b^{T}\frac{dF}{dy}=-2F^{T}BF=-2\sum_iC_i|v_i|F_i^2<0 .
\end{equation}
The total rises with $L$ whatever the signs of the $F_i$. Single terms need not. In the example the diagonal elements become $a+v_1/L$ and $a+v_2/L$, and the numerator of $F_2$ is $(a+v_1/L)v_2-cv_1$. It vanishes at
\begin{equation}
L^*=\frac{v_1v_2}{cv_1-av_2}=\frac{3000\cdot500}{120000-40000}\ \text{nm}=18.75\ \text{nm}.
\end{equation}

\begin{center}
\begin{tabular}{rrr}
$L$ (nm) & total, W/(m\,K) & slow pair, W/(m\,K)\\
5 & 0.0398 & 0.0026\\
20 & 0.1126 & $-0.0003$\\
100 & 0.2497 & $-0.0121$\\
1000 & 0.3541 & $-0.0222$
\end{tabular}
\end{center}

For $L\to0$ the boundary rate dominates, every forward $F_i$ approaches $L$, and all contributions are positive. As $L$ grows, the boundary rates fall while the group-changing rates stay the same, and above $L^*$ the slow term is negative. A rising $\kappa(L)$ is therefore no evidence that the modal curve rises.

The uniform boundary rate is a simplification. Between two walls that absorb all arriving phonons and emit at their own temperatures, the conductivity for $L\to0$ is $C(v_1+v_2)L$, half the value in this model. For a real film, $L^*$ and the table are therefore only rough estimates.

\section{Conditions, and the real case}

\emph{Damping.} If every stream also relaxes to equilibrium at a rate $\gamma$, then $a$ becomes $a+\gamma$. By \eqref{eq:sign} the negative sign survives for
\begin{equation}
\gamma<\frac{cv_1}{v_2}-a=240-80=160\ \text{ns}^{-1}.
\end{equation}
At $\gamma=50$~ns$^{-1}$ the total is $0.2036$ and the slow part $-0.0052$~W/(m\,K). If $\gamma$ grows in proportion to temperature, these become $0.1791$ and $-0.0034$~W/(m\,K) at 400~K.

\emph{Populations.} Let the slow group have $R$ times as many states, with the rates out of the fast group held fixed. Detailed balance divides the return rates by $R$. The numerator of $F_2$ becomes $av_2-(c/R)v_1$, which is negative for $R<cv_1/(av_2)=3$. If instead the group-changing rates grow with the density of final states, as for a fixed matrix element, the numerator is $[2r+R(p+q)]v_2-cv_1$ and the bound is $R<3.67$. For isotropic branches $R=(k_2^2/v_2)/(k_1^2/v_1)$, so equal wavevectors would give $R=6$ and no negative slow term. At the band centre, equal populations require $k_2=1.283$~nm$^{-1}$, well below $k_1$, as on an optical branch near the zone centre. A real branch could not keep them equal across the whole 0.2~THz band: at a constant 500~m/s its wavevector would run from 0.03 to 2.54~nm$^{-1}$, and $R$ would vary roughly as $k_2^2$. Summed over the band with this $R$, and with the rates out of the fast group still held fixed, the slow contribution is about $-0.013$ instead of $-0.024$~W/(m\,K). A parabolic zone-centre branch with the same wavevector and speed at the band centre begins at 1.45~THz, inside the band, and gives about $-0.015$~W/(m\,K). Equal populations at every frequency are thus an idealization of the four-stream model.

\emph{Directions.} The group-changing events have mean scattering cosine $g=(p-q)/(p+q)=-0.67$. At fixed $p+q$, \eqref{eq:sign} requires $g<-av_2/[(p+q)v_1]=-0.22$. Now let the directions fill a sphere, with $\mu$ the cosine to the gradient, keep the scattering within a group as an exact reversal at rate $r$, and let group changes follow the probability density $\tfrac12(1+3g\mu\mu')$ after averaging over azimuth. Since
\begin{equation}
\int_{-1}^{1}\tfrac12(1+3g\mu\mu')\,\mu'\,d\mu'=g\mu ,
\end{equation}
the form $F_i(\mu)=A_i\mu$ solves the problem, where the amplitudes $A_1,A_2$ obey \eqref{eq:two} in place of $F_1,F_2$, with $c=-g(p+q)$. The mean of $\mu^2$ adds a factor $1/3$ to $\kappa$. This smooth kernel is non-negative for $|g|\le1/3$. At $g=-0.3$, $c=18$~ns$^{-1}$ and $A_2=-2.30$~nm. The total is $0.1083$ and the slow part $-0.0011$~W/(m\,K), about 1\% of it. If the scattering within a group is isotropic instead, $a=r+p+q=70$~ns$^{-1}$, $A_2=-4.15$~nm and the slow part is $-0.0020$~W/(m\,K). Isotropic group changes, $g=0$, give no dip.

The parameters are round numbers. The setting is suggested by lead-telluride films for on-chip cooling, where acoustic phonons meet a low-lying optical branch, but the numbers are not a calculation of that material. Its lattice conductivity near room temperature is roughly 2~W/(m\,K), against which the dip of the four-stream model is about 1\%. The strong backward preference was chosen to make the effect large and should not be taken as typical. Real films break the assumption of purely elastic scattering: anharmonic damping of 50~ns$^{-1}$ would reduce the dip about fivefold, and more than 160~ns$^{-1}$ would remove it. For lead telluride the kinetic formula $\kappa\approx C_{\rm ac}v^2/(3\gamma)$, with $C_{\rm ac}=0.61\times10^6$~J/(m$^3$\,K) (half the Dulong--Petit value) and a typical speed of 1500~m/s, gives a mean damping of about 230~ns$^{-1}$. This is a rough comparison. Only the damping of the fast group enters the numerator of $F_2$, not the mean over the spectrum, and the estimate scales as $v^2$: a speed of 1200~m/s gives about 150~ns$^{-1}$, below the threshold. The dip of this model would be strongly reduced there at room temperature and may be absent. Spreading the directions over a sphere with $g=-0.3$ reduces the dip about twentyfold, or twelvefold if the scattering within a group is isotropic. At the band centre the phonon picture is adequate: the scattering rate is $0.7\%$ of $\omega$, and the slow wavevector times its RTA path is about 9. It fails for slow phonons whose wavevector approaches zero. At 10~K/$\mu$m the temperature changes by $0.46$~K over $F_1$. The numerical output lists the remaining values.

\section*{Table of computed values}
\begin{verbatim}
temperature 300 K, frequency 1.5 THz, band 0.2 THz
velocities fast, slow: 3000, 500 m/s
rates r, p, q: 10, 10, 50 1/ns
odd matrix diagonal, off-diagonal: 80, 40 1/ns
total out-scattering rate: 70 1/ns
wavevectors fast, slow: 3.142, 1.283 1/nm
states per stream: 1.0472e+26 1/m^3
heat capacity per stream: 1438.9 J/(m^3 K)
RTA mean free paths fast, slow: 42.86, 7.14 nm
displacements F fast, slow: 45.83, -16.67 nm
random-walk F slow: -16.44 +- 0.33 nm
slow budget, own flight: 7.14 nm
  via fast forward: 6.55 nm
  via fast backward: -32.74 nm
  via slow backward: 2.38 nm
F slow with p and q exchanged: 33.33 nm
kappa fast pair: 0.3957 W/(m K)
kappa slow pair: -0.0240 W/(m K)
kappa total: 0.3717 W/(m K)
kappa total from time evolution: 0.3717 W/(m K)
slow share of total: -6.45 %
RTA kappa fast, slow: 0.3700, 0.0103 W/(m K)
RTA kappa total: 0.3803 W/(m K)
RTA total over full total: 1.0230
modal accumulation up to 7.14 nm: -0.0240 W/(m K)
modal accumulation up to 42.86 nm: 0.3717 W/(m K)
relaxon rate 120 1/ns, up to 14.58 nm: 0.1469 W/(m K)
relaxon rate 40 1/ns, up to 31.25 nm: 0.3717 W/(m K)
thickness L* of sign change: 18.75 nm
L=5 nm: total 0.0398, slow 0.00262 W/(m K)
L=10 nm: total 0.0689, slow 0.00211 W/(m K)
L=20 nm: total 0.1126, slow -0.00032 W/(m K)
L=50 nm: total 0.1897, slow -0.00654 W/(m K)
L=100 nm: total 0.2497, slow -0.01207 W/(m K)
L=1000 nm: total 0.3541, slow -0.02223 W/(m K)
random 2x2 matrices with a negative term: 1042 of 3000
damping that removes the sign: 160.0 1/ns
damping 50 1/ns: total 0.2036, slow -0.00517 W/(m K)
400 K, damping 66.7 1/ns: total 0.1791, slow -0.00338 W/(m K)
critical slow/fast population ratio: 3.000
mean cosine used, critical: -0.667, -0.222
sphere, mean cosine -0.3: total 0.1083, slow -0.00111 W/(m K)
sphere, slow displacement amplitude: -2.30 nm
linewidth over angular frequency: 0.0074
slow wavevector times RTA path: 9.16
temperature drop over F fast at 10 K/um: 0.458 K
dip against a rough total of 2 W/(m K): 1.20 %
\end{verbatim}
